# Power left after eleven extreme-ultraviolet mirror reflections

**Question**

I am working on an exercise about an extreme-ultraviolet (EUV) lithography scanner at a wavelength of 13.5 nm. The light makes eleven reflections on its way to the wafer: one at the collector, three in the illuminator, one at the mask and six in the projection optics. Each surface has an efficiency of 68 percent, and 400 W of useful light enters the collector. I have to find the power at the wafer before any other optical losses.

Each mirror loses 32 percent, so I added up eleven losses and got 352 percent, which is impossible. What is the right rule? Should I worry about interference, since these are waves? And would it really matter if the mirrors were 69 percent efficient instead of 68?

**Answer**

Your sum fails because the eleven percentages refer to eleven different powers. The first mirror loses 32 percent of 400 W. The second loses 32 percent of what the first one sent on, which is already less than 400 W. Percentages of different quantities cannot be added.

**The rule for the power**

Let $R$ be the power reflectance of one mirror, meaning reflected power divided by incident power. Let $P_0$ be the power entering the first mirror and $P_j$ the power leaving mirror number $j$. I assume that all $N$ mirrors have the same $R$ at the wavelength considered, and that light lost at a mirror, whether absorbed, scattered or transmitted, never rejoins the beam. The mask counts as one more mirror, with its reflecting area clear of pattern.

The power arriving at mirror $j$ is $P_{j-1}$, so by the definition of $R$

$$P_j = R\,P_{j-1}.$$

Applying this repeatedly gives $P_1=RP_0$, then $P_2=RP_1=R^2P_0$, and after $N$ mirrors

$$P_N=R^N P_0,\qquad T\equiv\frac{P_N}{P_0}=R^N .$$

For $R=0.68$ and $N=11$ you can do the arithmetic by repeated squaring. Since $11=8+3$,

$$0.68^2=0.4624,\quad 0.68^4=0.2138,\quad 0.68^8=0.04572,\quad 0.68^3=0.3144,$$

$$T=0.68^8\times0.68^3=0.04572\times0.3144=0.01437 .$$

About 1.4 percent of the light gets through, and the power at the wafer is $400\ \mathrm{W}\times0.01437=5.75\ \mathrm{W}$.

The same law follows from single photons. If each photon survives each reflection independently with probability $R$, it survives all $N$ with probability $R^N$. A simulation that followed two million photons in this way delivered 1.432 percent of them. The expected statistical scatter is $\sqrt{T(1-T)/2\,000\,000}$, or 0.008 percentage points, so this agrees with 1.437 percent.

**Where the missing power goes**

The loss at mirror $j$ is the difference between what arrives and what leaves:

$$L_j=P_{j-1}-P_j=P_0\left(R^{j-1}-R^j\right)=P_0R^{j-1}(1-R).$$

These losses, in watts, may be added. In the sum each intermediate power appears once with a plus sign and once with a minus sign, so only the ends remain:

$$\sum_{j=1}^{N}L_j=(P_0-P_1)+(P_1-P_2)+\dots+(P_{N-1}-P_N)=P_0(1-R^N).$$

With your numbers, the power falls from 400 W to 272 W at the first mirror, is 58.2 W after the fifth, 8.46 W after the tenth and 5.75 W after the eleventh. The first mirror loses 128 W and the last 2.71 W, although both have the same reflectance. The total loss is 394.25 W, and energy is accounted for.

Your additive rule does have a regime of validity. Write the loss per mirror as $a=1-R$ and expand:

$$R^N=(1-a)^N=1-Na+\frac{N(N-1)}{2}a^2-\dots$$

If $Na\ll1$, the first two terms suffice and the fractional losses nearly add. Eleven mirrors with $a=0.001$ lose about 1.1 percent together. Here $Na=11\times0.32=3.52$, so the expansion cannot be cut off after the linear term.

In the strong-loss regime a logarithm is more useful:

$$\ln T=N\ln R .$$

The number of mirrors $m$ that halves the power follows from $R^m=1/2$. Taking logarithms gives $m\ln R=-\ln2$, hence

$$m=\frac{\ln 2}{\ln(1/R)}=1.80 .$$

The power therefore halves about every two mirrors. Removing a single mirror from the chain would multiply the delivered power by $1/R=1.47$, with the other reflectances held fixed.

**What about interference?**

Interference matters inside each mirror. An EUV mirror is a stack of many thin layers, and its reflectance comes from the waves returned by all of their interfaces. That interference is already contained in $R$.

Between mirrors, the beam follows one path and meets each surface once. Let mirror $j$ multiply the field amplitude by a complex number $r_j$, with $|r_j|^2=R_j$. After the chain the amplitude has been multiplied by $r_1r_2\cdots r_N$. The power goes as the squared magnitude, and the magnitude of a product is the product of the magnitudes:

$$|r_1r_2\cdots r_N|^2=|r_1|^2|r_2|^2\cdots|r_N|^2=R_1R_2\cdots R_N .$$

The phases drop out of the total power. They still matter for the image, because phase errors across the beam change where the light lands on the wafer. The argument would fail if light bounced back and forth between two mirrors and several paths overlapped, as in a resonator.

**Is one percentage point worth having?**

Differentiate $T=R^N$ and divide by $T$:

$$\frac{dT}{dR}=NR^{N-1}\quad\Rightarrow\quad\frac{dT}{T}=N\,\frac{dR}{R}.$$

A small relative change in reflectance is multiplied by eleven. Raising all mirrors from 0.68 to 0.69 gives, to first order,

$$\frac{\Delta T}{T}\approx11\times\frac{0.01}{0.68}=16.2\ \text{percent}.$$

The full ratio is $(0.69/0.68)^{11}=1.174$, a gain of 17.4 percent. It exceeds the linear estimate because the remaining terms in the expansion of $(1+\Delta R/R)^{11}$ are all positive for $\Delta R>0$. So yes, one percentage point matters.

The same sensitivity limits how many digits you should quote. If "68 percent" is a rounded value, $R$ may lie anywhere from 0.675 to 0.685, and $T$ then lies between 1.33 and 1.56 percent. The 1.437 percent belongs to $R=0.68$ taken as exact.

You can also turn the question round. To transmit 2 percent through eleven equal mirrors you need

$$R=T^{1/N}=0.02^{1/11}=0.7007,$$

about 70.1 percent per mirror.

**If the mirrors are not identical**

Then $T=R_1R_2\cdots R_N$. Write $R_j=\bar R+\varepsilon_j$, where $\bar R$ is the mean, so that $\sum_j\varepsilon_j=0$. For small deviations, use $\ln(1+x)\approx x-x^2/2$:

$$\ln T=\sum_j\ln(\bar R+\varepsilon_j)\approx N\ln\bar R+\frac{1}{\bar R}\sum_j\varepsilon_j-\frac{1}{2\bar R^2}\sum_j\varepsilon_j^2 .$$

The middle term vanishes. With the variance $s^2=\frac1N\sum_j\varepsilon_j^2$ this becomes

$$T\approx\bar R^N\exp\left(-\frac{Ns^2}{2\bar R^2}\right)\approx\bar R^N\left(1-\frac{Ns^2}{2\bar R^2}\right).$$

Take five mirrors at 0.70, five at 0.66 and one at 0.68. The mean is still 0.68, and $Ns^2=10\times0.02^2=0.004$. The relative drop is $0.004/(2\times0.4624)=0.43$ percent, and direct multiplication gives the same to this precision. A modest spread at fixed mean hardly matters, whereas a shift of the mean matters a great deal.

**Why a real band of light does worse**

So far $R$ was the reflectance at one wavelength. A source emits over a band, and a multilayer reflects well only near its design wavelength. If the source is flat across the band, the transmitted fraction is the average over wavelength $\lambda$

$$T_{\rm band}=\left\langle R(\lambda)^N\right\rangle .$$

The power $N$ must be taken before averaging, because each wavelength makes its own way through all the mirrors. Averaging first gives too small a value. To see this, let $m=\langle R\rangle$. For $N>1$ the curve $x^N$ bends upward for positive $x$ and lies on or above its tangent at $m$:

$$R^N\ge m^N+Nm^{N-1}(R-m).$$

On averaging, the last term vanishes, which leaves $\langle R^N\rangle\ge\langle R\rangle^N$. On the other side, $R(\lambda)$ never exceeds its peak value, so $T_{\rm band}$ cannot exceed the peak reflectance to the power $N$.

To put a number on this we need the shape of $R(\lambda)$. Consider one layer of thickness $d$ and complex refractive index $n_b$, lying below a medium of index $n_a$. At normal incidence the interface between them reflects the amplitude

$$f=\frac{n_a-n_b}{n_a+n_b}.$$

Let $r'$ be the amplitude reflected by everything below the layer. A round trip through the layer turns it into $\rho=r'\exp(4\pi i n_bd/\lambda)$. Seen from inside the layer, the upper interface reflects $-f$, and the two transmissions through it multiply to $4n_an_b/(n_a+n_b)^2=1-f^2$. Adding the direct reflection and all round trips gives a geometric series:

$$r=f+(1-f^2)\rho\left[1-f\rho+(f\rho)^2-\dots\right]=f+\frac{(1-f^2)\rho}{1+f\rho}=\frac{f+\rho}{1+f\rho}.$$

Start at the substrate, apply this layer by layer up to the surface, and take $R=|r|^2$.

I did this for 40 molybdenum/silicon bilayers on silicon, with silicon as the top layer and a period of 6.908 nm, of which molybdenum takes the fraction 0.4. The indices are rough typical values, held fixed over the band: $0.924+0.0064i$ for molybdenum and $0.999+0.0018i$ for silicon. The calculated peak reflectance is 73.1 percent. This model has perfectly sharp interfaces and no oxide or protective cap. I kept the shape of its curve and scaled the peak down to your 68 percent.

The full width at half maximum is 0.71 nm for one mirror but 0.33 nm for eleven. The narrowing follows from the power law: the chain is at half its peak where one mirror is still at $2^{-1/11}\approx0.94$ of its own peak. For a flat source from 13.365 to 13.635 nm, a band 2 percent wide, the transmission is 1.249 percent instead of 1.437 percent. Bandwidth thus costs a factor of 0.869. Averaging $R$ first would have given 1.237 percent, slightly too low, as the inequality requires.

The factor 0.869 belongs to this model and is uncertain by several hundredths. Each of the following variants has its period retuned to peak at 13.5 nm. With 50 bilayers the single-mirror width is 0.68 nm and the factor 0.864. If $1-n$ and the absorption of both materials grow as $\lambda^2$ instead of staying fixed, the width is 0.67 nm and the factor 0.857. If in addition the silicon index falls by an assumed 0.006 per nm, as it may near its absorption edge at 12.4 nm, they are 0.64 nm and 0.847. If the peak is lowered to 68 percent by linearly graded interfaces about 2.1 nm wide instead of by scaling, with the indices fixed, they are 0.63 nm and 0.82.

**Angle and polarization**

Ignoring refraction, waves from successive periods $d$ add in phase when $2d\cos\theta=\lambda$, with $\theta$ measured from the surface normal. At an angle, a mirror made for normal incidence is tuned to too short a wavelength. The layer recursion still holds at an angle, with two changes that follow from the continuity of the tangential electric and magnetic fields at each interface. With $q=\sqrt{n^2-\sin^2\theta}$ for each material, where $\theta$ is the angle in vacuum, $n_b$ in the exponent becomes $q_b$. In $f$, each $n$ becomes $q$ for s polarization (electric field perpendicular to the plane of incidence) and $q/n^2$ for p polarization (field in that plane). At 10 degrees and 13.5 nm, the reflectance of the model mirror falls to 0.789 of the normal-incidence peak for s polarization and to 0.679 for p polarization. Lengthening the period by $1/\cos\theta$ restores these ratios to 1.002 and 0.972. The period therefore has to suit the angle at which each mirror is used.

The remaining 2.8 percent deficit for p polarization looks harmless, but it too is raised to a power. If all eleven mirrors worked at 10 degrees in one common plane of incidence, p-polarized light would keep about $0.972^{11}\approx0.73$ of the power found with the normal-incidence value. Actual angles and planes differ from mirror to mirror, so I leave this out of the estimate below.

**From watts to exposure time**

Suppose the wafer needs a dose of 30 mJ/cm², a round value, over its whole 300 mm disc, with a clear mask. The area is $\pi(30\ \mathrm{cm})^2/4=706.9\ \mathrm{cm^2}$, so the energy needed is

$$E=0.030\ \mathrm{J/cm^2}\times706.9\ \mathrm{cm^2}=21.21\ \mathrm{J}.$$

At 5.75 W this takes $21.21/5.75=3.69$ s, without any time for moving or aligning the wafer.

Now include two of the "other losses". The first is the bandwidth factor 0.869. The second is a pellicle, a thin protective membrane in front of the mask. Light crosses it on the way in and again on the way out; at a rough 90 percent per pass it keeps $0.90^2=0.81$. Then

$$P=5.75\ \mathrm{W}\times0.869\times0.81=4.05\ \mathrm{W}.$$

This is 1.01 percent of the original 400 W, and the exposure takes 5.24 s.

**How close is this to a real scanner?**

The 272 W left after the collector is in the range of production sources, which deliver a few hundred watts at that point. A reflectance somewhat below 70 percent is typical of good molybdenum/silicon mirrors. The number of reflections depends on the design. One assumption that is easily broken is that of equal mirrors: the collector sits close to the plasma and can degrade. If its reflectance fell to 0.50 with the others unchanged, the delivered power would drop by the factor $0.50/0.68=0.74$.

Mixing of the materials at the interfaces, and the change of the indices with wavelength, can also make the curve of a real mirror narrower than my model's. Take a width of 0.5 nm as an assumed example. Near a rounded peak the reflectance falls quadratically with the distance from the centre, so for the same shape a small band loss grows as the inverse square of the width. Here $(0.71/0.5)^2\approx2$, so the 13 percent loss would grow to roughly a quarter. That is no longer a small loss, so the rule gives only a rough estimate, but it puts the overall fraction nearer 0.9 percent than 1.0 percent. Gas absorption, apertures and mirrors tuned to slightly different wavelengths would lower it further.

For your exercise, which excludes these effects, the answer is 5.75 W, or about 1.4 percent of the input. The numerical output below lists the power after every mirror, so you can check your own chain of multiplications.

## Numbers as computed

```
reflectance of one mirror: 0.68
number of reflections: 11
transmitted fraction: 1.437 %
simulated fraction, 2000000 photons: 1.432 %
sum of single losses (wrong rule): 352 %
fraction for R = 0.675: 1.33 %
fraction for R = 0.685: 1.56 %
mirrors that halve the power: 1.80
gain from removing one mirror: factor 1.47
R needed for 2 % transmission: 0.7007
gain for R = 0.69, exact: 17.4 %
gain for R = 0.69, linear: 16.2 %
drop for five 0.70, five 0.66, one 0.68: 0.43 %
same drop from variance formula: 0.43 %
power entering first mirror: 400 W
power after mirror 1: 272.00 W
power after mirror 2: 184.96 W
power after mirror 3: 125.77 W
power after mirror 4: 85.53 W
power after mirror 5: 58.16 W
power after mirror 6: 39.55 W
power after mirror 7: 26.89 W
power after mirror 8: 18.29 W
power after mirror 9: 12.43 W
power after mirror 10: 8.46 W
power after mirror 11: 5.75 W
power lost at first mirror: 128.0 W
power lost at last mirror: 2.71 W
total power lost: 394.25 W
dose: 30 mJ/cm2
wafer area: 706.9 cm2
energy for the wafer: 21.21 J
shortest exposure time: 3.69 s
Mo index n, k: 0.924, 0.0064
Si index n, k: 0.999, 0.0018
bilayers: 40, Mo share of period: 0.4
wavelength: 13.5 nm, period: 6.908 nm
ideal multilayer peak reflectance: 73.1 %
full width at half maximum, one mirror: 0.71 nm
full width at half maximum, eleven: 0.33 nm
source band: 13.365 to 13.635 nm
band-averaged transmission: 1.249 %
power of band-averaged R (wrong): 1.237 %
bandwidth factor: 0.869
10 deg, same period, R/peak s, p: 0.789, 0.679
10 deg, longer period, R/peak s, p: 1.002, 0.972
pellicle factor, two passes at 0.90: 0.81
wafer power with band and pellicle: 4.05 W
overall fraction with both: 1.01 %
exposure time with both: 5.24 s
```
